**Size extensivity of the RPA correlation energy**

For noninteracting closed-shell fragments A and B, the program tests E_c(AB) = E_c(A) + E_c(B), where E_c = (1/2π)∫₀^∞ Tr[ln(1 − χ0v) + χ0v] dω, χ0 is the independent-electron density response at imaginary frequency iω, and v is the Coulomb interaction. It asserts additivity for N₂+N₂ and N₂+H₂O at 1000 bohr, with random rotations inside the degenerate orbital spaces, for the full energy and for ring orders 2 to 4. It also asserts that χ0 on spatial points has the fragment blocks and a vanishing block between the molecules, and that the frequency integral agrees with a formula based on excitation energies. The output gives −0.221724 hartree for N₂ and −0.443448 hartree for two N₂ molecules in the 6-31G basis. General rotations among occupied and among empty orbitals preserve the energy when the full Fock blocks are kept, and change it when only their diagonals are used. With frozen orbitals at 20 and 40 bohr, the deviation from additivity agrees with a determinant formula and decays with a power of 6.01. Stretched H₂, whose fragments are open-shell, shows a charge response between the atoms equal to the inverse orbital gap within the asserted 5%, so its χ0 is not block diagonal.

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

## Numerical verification

```python
"""Size extensivity of the direct random-phase approximation (RPA).

Result under test: for noninteracting closed-shell fragments A and B,
    E_c(AB) = E_c(A) + E_c(B),
    E_c = (1/2pi) int_0^inf dw Tr[ln(1 - chi0(iw) v) + chi0(iw) v],
because chi0 is block diagonal, whatever orbitals span the degenerate spaces.

Symbols: i occupied, a empty spatial orbital; gap = e_a - e_i;
K = (ia|jb) Coulomb integrals of pair densities;
d = 4 gap/(gap^2 + w^2), so chi0 = -sum_ia d_ia (phi_i phi_a)(phi_i phi_a);
D = matrix of gaps, not diagonal for noncanonical orbitals.
Hartree atomic units; restricted Hartree-Fock reference, 6-31G basis.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import block_diag, eigh
from pyscf import gto, scf, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)

# Gauss-Legendre rule mapped to 0 < w < infinity
nodes, node_weights = np.polynomial.legendre.leggauss(60)
SCALE = 2.0
freqs = SCALE * (1 + nodes) / (1 - nodes)
weights = node_weights * 2 * SCALE / (1 - nodes) ** 2


def molecule(atoms, spin=0):
    return gto.M(atom=atoms, basis="6-31g", unit="Bohr", spin=spin, verbose=0)


def shifted(atoms, distance):
    return [(s, (x + distance, y, z)) for s, (x, y, z) in atoms]


def reference(mol, guess=None):
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def pair_coulomb(mol, occ, vir):
    eri = mol.intor("int2e", aosym="s8")
    n = occ.shape[1] * vir.shape[1]
    return ao2mo.general(eri, (occ, vir, occ, vir), compact=False).reshape(n, n)


def pair_gaps(e_occ, e_vir):
    return (e_vir[None, :] - e_occ[:, None]).ravel()


def problem(mol, coeff, energies):
    n = mol.nelectron // 2
    return (pair_gaps(energies[:n], energies[n:]),
            pair_coulomb(mol, coeff[:, :n], coeff[:, n:]))


def screening_eigenvalues(gaps, K, w):
    root = np.sqrt(4 * gaps / (gaps ** 2 + w ** 2))
    return np.linalg.eigvalsh(root[:, None] * K * root[None, :])


def ring_energies(gaps, K):
    """Frequency integrals: [full logarithm, order 2, order 3, order 4]."""
    out = np.zeros(4)
    for w, weight in zip(freqs, weights):
        q = screening_eigenvalues(gaps, K, w)
        terms = [np.sum(np.log1p(q) - q)]
        terms += [-np.sum((-q) ** n) / n for n in (2, 3, 4)]
        out += weight * np.array(terms) / (2 * np.pi)
    return out


def excitation_energy_formula(D, K):
    """Half the shift of the excitation energies; no frequency integral."""
    vals, vecs = np.linalg.eigh(D)
    assert vals.min() > 0
    root = (vecs * np.sqrt(vals)) @ vecs.T
    omega2 = np.linalg.eigvalsh(root @ (D + 4 * K) @ root)
    return 0.5 * (np.sum(np.sqrt(omega2)) - np.trace(D + 2 * K))


def random_orthogonal(n):
    return np.linalg.qr(rng.normal(size=(n, n)))[0]


def rotate_degenerate(coeff, energies, nocc, tol=1e-5):
    """Random rotation inside each degenerate occupied or empty space."""
    new, largest = coeff.copy(), 1
    for start, stop in ((0, nocc), (nocc, len(energies))):
        first = start
        for k in range(start + 1, stop + 1):
            if k == stop or energies[k] - energies[k - 1] > tol:
                new[:, first:k] = coeff[:, first:k] @ random_orthogonal(k - first)
                largest = max(largest, k - first)
                first = k
    return new, largest


def pair_densities(mol, coeff, points):
    n = mol.nelectron // 2
    phi = mol.eval_gto("GTOval_sph", points) @ coeff
    return (phi[:, :n, None] * phi[:, None, n:]).reshape(len(points), -1)


def charge_response(mol, coeff, energies, n_ao_A):
    """Static chi0 integrated over fragment A in r and fragment B in r'."""
    n = mol.nelectron // 2
    S = mol.intor("int1e_ovlp")
    A, B = slice(0, n_ao_A), slice(n_ao_A, None)
    qA = (coeff[A, :n].T @ S[A, A] @ coeff[A, n:]).ravel()
    qB = (coeff[B, :n].T @ S[B, B] @ coeff[B, n:]).ravel()
    return -np.sum(4 / pair_gaps(energies[:n], energies[n:]) * qA * qB)


# ---------------- fragments ----------------
BOND, FAR = 2.1, 1000.0
n2_atoms = [("N", (0., 0., -BOND / 2)), ("N", (0., 0., BOND / 2))]
water_atoms = [("O", (0., 0., 0.)), ("H", (0., 1.4, 1.1)), ("H", (0., -1.4, 1.1))]
n2, water = molecule(n2_atoms), molecule(water_atoms)
mf_n2, mf_w = reference(n2), reference(water)
gaps_n2, K_n2 = problem(n2, mf_n2.mo_coeff, mf_n2.mo_energy)
gaps_w, K_w = problem(water, mf_w.mo_coeff, mf_w.mo_energy)
E_n2, E_w = ring_energies(gaps_n2, K_n2), ring_energies(gaps_w, K_w)
plasmon_n2 = excitation_energy_formula(np.diag(gaps_n2), K_n2)
assert abs(E_n2[0] - plasmon_n2) < 1e-7
assert abs(E_w[0] - excitation_energy_formula(np.diag(gaps_w), K_w)) < 1e-7

# ---------------- two N2, newly converged joint reference ----------------
pair = molecule(n2_atoms + shifted(n2_atoms, FAR))
dm_n2, dm_w = mf_n2.make_rdm1(), mf_w.make_rdm1()
mf_pair = reference(pair, block_diag(dm_n2, dm_n2))
nocc_pair = pair.nelectron // 2
e_pair = mf_pair.mo_energy
C_rot, largest_space = rotate_degenerate(mf_pair.mo_coeff, e_pair, nocc_pair)
assert largest_space >= 4
assert abs(mf_pair.e_tot - 2 * mf_n2.e_tot) < 1e-8
gaps_pair, K_can = problem(pair, mf_pair.mo_coeff, e_pair)
_, K_rot = problem(pair, C_rot, e_pair)
E_pair = ring_energies(gaps_pair, K_rot)
E_pair_can = excitation_energy_formula(np.diag(gaps_pair), K_can)
assert np.all(np.abs(E_pair - 2 * E_n2) < 1e-7)
assert abs(E_pair_can - 2 * plasmon_n2) < 1e-7
q_one = screening_eigenvalues(gaps_n2, K_n2, 0.0)
q_two = screening_eigenvalues(gaps_pair, K_rot, 0.0)
logdet_one, logdet_two = np.log1p(q_one).sum(), np.log1p(q_two).sum()
assert abs(logdet_two - 2 * logdet_one) < 1e-6

# chi0 in real space: blocks of the pair against the single molecule
W_TEST = 0.5
points = rng.normal(scale=1.2, size=(40, 3))
P_one = pair_densities(n2, mf_n2.mo_coeff, points)
chi_one = -(P_one * (4 * gaps_n2 / (gaps_n2 ** 2 + W_TEST ** 2))) @ P_one.T
P_A = pair_densities(pair, C_rot, points)
P_B = pair_densities(pair, C_rot, points + np.array([FAR, 0., 0.]))
d_pair = 4 * gaps_pair / (gaps_pair ** 2 + W_TEST ** 2)
chi_AA, chi_AB = -(P_A * d_pair) @ P_A.T, -(P_A * d_pair) @ P_B.T
chi_BB = -(P_B * d_pair) @ P_B.T
single_AB = np.max(d_pair * np.abs(P_A).max(axis=0) * np.abs(P_B).max(axis=0))
chi_size = np.abs(chi_one).max()
block_error = max(np.abs(chi_AA - chi_one).max(), np.abs(chi_BB - chi_one).max())
assert block_error < 1e-6 * chi_size
assert np.abs(chi_AB).max() < 1e-6 * chi_size
assert single_AB > 1e-3 * chi_size

# ---------------- unequal fragments ----------------
mixed = molecule(n2_atoms + shifted(water_atoms, FAR))
mf_mix = reference(mixed, block_diag(dm_n2, dm_w))
C_mix, _ = rotate_degenerate(mf_mix.mo_coeff, mf_mix.mo_energy, mixed.nelectron // 2)
E_mix = ring_energies(*problem(mixed, C_mix, mf_mix.mo_energy))
assert np.all(np.abs(E_mix - E_n2 - E_w) < 1e-7)
n_n2, n_w = n2.nelectron // 2, water.nelectron // 2
homo_n2, lumo_n2 = mf_n2.mo_energy[n_n2 - 1:n_n2 + 1]
homo_w, lumo_w = mf_w.mo_energy[n_w - 1:n_w + 1]
assert max(homo_n2, homo_w) < min(lumo_n2, lumo_w)

# ---------------- rotations beyond the degenerate spaces ----------------
occ, vir = mf_n2.mo_coeff[:, :n_n2], mf_n2.mo_coeff[:, n_n2:]
occ_g = occ @ random_orthogonal(occ.shape[1])
vir_g = vir @ random_orthogonal(vir.shape[1])
fock = mf_n2.get_fock()
F_oo, F_vv = occ_g.T @ fock @ occ_g, vir_g.T @ fock @ vir_g
D_full = np.kron(np.eye(len(F_oo)), F_vv) - np.kron(F_oo, np.eye(len(F_vv)))
K_general = pair_coulomb(n2, occ_g, vir_g)
E_full_fock = excitation_energy_formula(D_full, K_general)
E_diag_only = excitation_energy_formula(np.diag(np.diag(D_full)), K_general)
assert abs(E_full_fock - plasmon_n2) < 1e-7
assert abs(E_diag_only - plasmon_n2) > 1e-4

# ---------------- finite distance, frozen fragment orbitals ----------------
e_occ, e_vir = mf_n2.mo_energy[:n_n2], mf_n2.mo_energy[n_n2:]
gaps_frozen = pair_gaps(np.tile(e_occ, 2), np.tile(e_vir, 2))
distances, residuals, schur = (20.0, 40.0), [], []
for distance in distances:
    near = molecule(n2_atoms + shifted(n2_atoms, distance))
    K_near = pair_coulomb(near, block_diag(occ, occ), block_diag(vir, vir))
    total = excitation_energy_formula(np.diag(gaps_frozen), K_near)
    residuals.append(total - 2 * plasmon_n2)
    no, nv = len(e_occ), len(e_vir)
    K4 = K_near.reshape(2 * no, 2 * nv, 2 * no, 2 * nv)
    K_AB = K4[:no, :nv, no:, nv:].reshape(no * nv, no * nv)
    value = 0.0
    for w, weight in zip(freqs, weights):
        d = 4 * gaps_n2 / (gaps_n2 ** 2 + w ** 2)
        X = -np.linalg.solve(np.eye(no * nv) + d[:, None] * K_n2, np.diag(d))
        Y = X @ K_AB @ X @ K_AB.T
        value += weight * np.linalg.slogdet(np.eye(no * nv) - Y)[1] / (2 * np.pi)
    schur.append(value)
# The residual is a small difference of large sums, hence the 1e-10 floor.
for direct, formula in zip(residuals, schur):
    assert abs(direct - formula) < 1e-3 * abs(formula) + 1e-10
decay_power = np.log(schur[0] / schur[1]) / np.log(distances[1] / distances[0])
assert abs(decay_power - 6) < 0.2

# ---------------- stretched H2: fragments are not closed shells ----------------
H_DISTANCE = 12.0
atom = molecule([("H", (0., 0., 0.))], spin=1)
h_core = atom.intor("int1e_kin") + atom.intor("int1e_nuc")
orbital = eigh(h_core, atom.intor("int1e_ovlp"))[1][:, 0]
even = np.concatenate([orbital, orbital]) / np.sqrt(2)
h2 = molecule([("H", (0., 0., 0.)), ("H", (H_DISTANCE, 0., 0.))])
mf_h2 = reference(h2, 2 * np.outer(even, even))
gap_h2 = mf_h2.mo_energy[1] - mf_h2.mo_energy[0]
transfer_h2 = charge_response(h2, mf_h2.mo_coeff, mf_h2.mo_energy, atom.nao)
transfer_n2 = charge_response(pair, C_rot, e_pair, n2.nao)
assert abs(transfer_h2 * gap_h2 - 1) < 0.05
assert abs(transfer_n2) < 1e-6

# ---------------- output ----------------
print(f"N2 bond length: {BOND:.1f} bohr")
print("H2O: O at origin, H at (y,z) = "
      f"(+-{water_atoms[1][1][1]:.1f}, {water_atoms[1][1][2]:.1f}) bohr")
print(f"Separation of noninteracting fragments: {FAR:.0f} bohr")
print(f"N2 HOMO, LUMO: {homo_n2:.4f}, {lumo_n2:.4f} hartree")
print(f"H2O HOMO, LUMO: {homo_w:.4f}, {lumo_w:.4f} hartree")
print(f"Orbital pairs in N2, in N2+N2: {len(gaps_n2)}, {len(gaps_pair)}")
print(f"Largest degenerate space in N2+N2: {largest_space} orbitals")
print(f"HF energy N2: {mf_n2.e_tot:.6f} hartree")
print(f"HF energy N2+N2: {mf_pair.e_tot:.6f} hartree")
print(f"RPA E_c N2: {E_n2[0]:.8f} hartree = {E_n2[0] * HARTREE_EV:.5f} eV")
print(f"RPA E_c N2, excitation-energy formula: {plasmon_n2:.8f} hartree")
print(f"RPA E_c N2+N2, rotated: {E_pair[0]:.8f} hartree"
      f" = {E_pair[0] * HARTREE_EV:.5f} eV")
print(f"RPA E_c N2+N2, canonical, excitation formula: {E_pair_can:.8f} hartree")
print(f"E_c(N2+N2) - 2 E_c(N2): {E_pair[0] - 2 * E_n2[0]:.1e} hartree")
print(f"RPA E_c H2O: {E_w[0]:.8f} hartree")
print(f"RPA E_c N2+H2O: {E_mix[0]:.8f} hartree = {E_mix[0] * HARTREE_EV:.5f} eV")
print(f"E_c(N2+H2O) - sum: {E_mix[0] - E_n2[0] - E_w[0]:.1e} hartree")
for k, order in enumerate((2, 3, 4), start=1):
    print(f"Ring order {order}, N2 and N2+N2: {E_n2[k]:.7f}, {E_pair[k]:.7f} hartree")
print(f"Largest eigenvalue of -chi0 v at w=0, N2: {q_one.max():.4f} (no unit)")
print(f"ln det(1-chi0 v) at w=0, N2 and N2+N2: {logdet_one:.6f}, {logdet_two:.6f}")
print(f"Frequency for real-space chi0: {W_TEST:.1f} hartree")
print(f"Largest |chi0| on the points, one N2: {chi_size:.3e} a.u.")
print(f"Largest error of the AA and BB blocks: {block_error:.1e} a.u.")
print(f"Largest single-pair AB term, rotated: {single_AB:.3e} a.u.")
print(f"Largest |chi0| in AB block, all pairs: {np.abs(chi_AB).max():.1e} a.u.")
print(f"N2 E_c, general rotation, full Fock blocks: {E_full_fock:.8f} hartree")
print(f"N2 E_c, general rotation, diagonals only: {E_diag_only:.8f} hartree")
for distance, direct, formula in zip(distances, residuals, schur):
    print(f"Frozen N2+N2 at {distance:.0f} bohr, E_c - sum: direct {direct:.4e},"
          f" Schur {formula:.4e} hartree")
print(f"Decay power between these distances: {decay_power:.3f}")
print(f"Stretched H2 distance: {H_DISTANCE:.0f} bohr")
print(f"Stretched H2 orbital gap: {gap_h2:.5f} hartree")
print(f"Stretched H2 inverse gap: {1 / gap_h2:.4f} 1/hartree")
print(f"Stretched H2 A-B charge response: {transfer_h2:.4f} 1/hartree")
print(f"N2+N2 A-B charge response: {transfer_n2:.1e} 1/hartree")
print("success")
```

It prints:

```
N2 bond length: 2.1 bohr
H2O: O at origin, H at (y,z) = (+-1.4, 1.1) bohr
Separation of noninteracting fragments: 1000 bohr
N2 HOMO, LUMO: -0.6165, 0.1439 hartree
H2O HOMO, LUMO: -0.5026, 0.2070 hartree
Orbital pairs in N2, in N2+N2: 77, 308
Largest degenerate space in N2+N2: 4 orbitals
HF energy N2: -108.866442 hartree
HF energy N2+N2: -217.732883 hartree
RPA E_c N2: -0.22172395 hartree = -6.03342 eV
RPA E_c N2, excitation-energy formula: -0.22172395 hartree
RPA E_c N2+N2, rotated: -0.44344789 hartree = -12.06683 eV
RPA E_c N2+N2, canonical, excitation formula: -0.44344789 hartree
E_c(N2+N2) - 2 E_c(N2): -3.0e-12 hartree
RPA E_c H2O: -0.13739656 hartree
RPA E_c N2+H2O: -0.35912051 hartree = -9.77217 eV
E_c(N2+H2O) - sum: -3.2e-11 hartree
Ring order 2, N2 and N2+N2: -0.3520326, -0.7040652 hartree
Ring order 3, N2 and N2+N2: 0.2633943, 0.5267886 hartree
Ring order 4, N2 and N2+N2: -0.3023618, -0.6047237 hartree
Largest eigenvalue of -chi0 v at w=0, N2: 1.9979 (no unit)
ln det(1-chi0 v) at w=0, N2 and N2+N2: 4.751049, 9.502098
Frequency for real-space chi0: 0.5 hartree
Largest |chi0| on the points, one N2: 1.006e+00 a.u.
Largest error of the AA and BB blocks: 7.1e-12 a.u.
Largest single-pair AB term, rotated: 1.238e-02 a.u.
Largest |chi0| in AB block, all pairs: 8.1e-18 a.u.
N2 E_c, general rotation, full Fock blocks: -0.22172395 hartree
N2 E_c, general rotation, diagonals only: -0.09852770 hartree
Frozen N2+N2 at 20 bohr, E_c - sum: direct -3.3289e-07, Schur -3.3289e-07 hartree
Frozen N2+N2 at 40 bohr, E_c - sum: direct -5.1691e-09, Schur -5.1696e-09 hartree
Decay power between these distances: 6.009
Stretched H2 distance: 12 bohr
Stretched H2 orbital gap: 0.08335 hartree
Stretched H2 inverse gap: 11.9977 1/hartree
Stretched H2 A-B charge response: 11.9977 1/hartree
N2+N2 A-B charge response: 3.3e-30 1/hartree
success
```
